# Terminal diameter of a photoetched quantum dot in strong confinement

## Result

Monochromatic light of photon energy $\omega$ etches a spherical semiconductor dot. As the dot shrinks, confinement raises its optical gap, and etching stops when the gap passes $\omega$. Hartree atomic units are used in the derivation: $\hbar$, the free-electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one.

**Assumptions.**

1. The dot has radius $R$, diameter $d=2R$, bulk gap $E_g$ and isotropic electron and hole masses $m_e,m_h$. Its walls are impenetrable. The permittivity $\varepsilon$ is the same inside and outside.
2. The electron-hole attraction is treated to first order. This suits a radius $R$ no larger than about the exciton radius $a_X=\varepsilon/\mu$, with $1/\mu=1/m_e+1/m_h$. Strong confinement in the strict sense requires more: $R$ must be small compared with both $\varepsilon/m_e$ and $\varepsilon/m_h$.
3. The photon energy exceeds the bulk gap: $\Delta=\omega-E_g>0$.
4. A dot absorbs $J>0$ photons per unit time if its gap is below $\omega$, and none otherwise. $J$ does not depend on $R$.
5. Each absorbed photon removes a mean volume $\eta\Omega>0$, where $\Omega$ is the volume of a formula unit and $\eta$ the number of units removed. The dot stays spherical, and $R$ is treated as continuous.

**Theorem.** Under assumptions 1 and 2 the lowest optical gap is

$$E(R)=E_g+\frac{A}{R^2}-\frac{B}{R},\qquad A=\frac{\pi^2}{2\mu},\quad B=\frac{C}{\varepsilon},$$

$$C=2-\frac{\mathrm{Si}(2\pi)}{\pi}+\frac{\mathrm{Si}(4\pi)}{2\pi}=1.786,\qquad \mathrm{Si}(z)=\int_0^z\frac{\sin t}{t}\,dt .$$

With assumption 3, $E(R)>\omega$ holds if and only if $d<d^*$, where

$$\boxed{d^*=\frac{4A}{B+\sqrt{B^2+4A\Delta}}}$$

With assumptions 4 and 5, a dot of initial diameter $d_0>d^*$ reaches $d^*$ after the time

$$t^*=\frac{\pi(d_0^3-d^{*3})}{6\,\eta\Omega J}$$

and stops there. A dot with $d_0<d^*$ is not etched.

Assumption 4 carries real content. A gap above $\omega$ makes the dot dark, but a gap below $\omega$ does not ensure absorption, because the levels are discrete. Later sections treat this point and the effect of an absorption tail.

## The gap

**Lemma 1.** The kinetic energy of the lowest pair state is $A/R^2$.

*Proof.* For an s state write $\psi(r)=u(r)/r$. Inside the sphere a carrier of mass $m$ obeys $-u''/(2m)=\epsilon u$. Regularity at the centre requires $u(0)=0$, so $u\propto\sin kr$ with $\epsilon=k^2/(2m)$. The wall requires $\sin kR=0$, and the lowest solution is $k=\pi/R$. The state is the same for both carriers:

$$\psi(r)=\frac{1}{\sqrt{2\pi R}}\frac{\sin(\pi r/R)}{r},$$

normalized because $4\pi\int_0^R\sin^2(\pi r/R)\,dr=2\pi R$. The two energies add to

$$\frac{\pi^2}{2R^2}\left(\frac1{m_e}+\frac1{m_h}\right)=\frac{\pi^2}{2\mu R^2}.\qquad\square$$

**Lemma 2.** The first-order Coulomb energy is $-C/(\varepsilon R)$.

*Proof.* With $x=r/R$, the probability of finding a carrier in the shell $dx$ is $2\sin^2(\pi x)\,dx$. The probability of finding it inside $x$ is

$$Q(x)=\int_0^x 2\sin^2(\pi y)\,dy=x-\frac{\sin 2\pi x}{2\pi}.$$

A spherical charge distribution acts on a charge outside it as if concentrated at the centre. The configurations with the hole outside the electron therefore contribute $-\frac{1}{\varepsilon R}\int_0^1 2\sin^2(\pi x)\,Q(x)\,dx/x$. Those with the electron outside contribute the same, since the densities are equal. Using $2\sin^2\pi x=1-\cos2\pi x$,

$$C=2\int_0^1(1-\cos2\pi x)\left(1-\frac{\sin2\pi x}{2\pi x}\right)dx .$$

The four products integrate as follows. The constant gives $1$ and the cosine gives $0$. The term $-\sin(2\pi x)/(2\pi x)$ gives $-\mathrm{Si}(2\pi)/(2\pi)$. In the last, $\cos2\pi x\,\sin2\pi x=\tfrac12\sin4\pi x$, so it is $\int_0^1\sin(4\pi x)/(4\pi x)\,dx=\mathrm{Si}(4\pi)/(4\pi)$. Doubling the sum gives $C$. $\square$

Adding both energies to $E_g$ gives $E(R)$. It is the expectation value of the pair Hamiltonian in a trial state, so the true ground energy of the same model cannot lie above it.

## The boundary

**Proof of the theorem.** Put $x=1/R$. Then

$$E-\omega=Ax^2-Bx-\Delta=A(x-x_+)(x-x_-),\qquad x_\pm=\frac{B\pm\sqrt D}{2A},\quad D=B^2+4A\Delta .$$

Because $\Delta>0$, $\sqrt D>B$ and hence $x_-<0<x_+$. For a physical radius $x>0$, the factor $x-x_-$ is positive, so $E-\omega$ has the sign of $x-x_+$. The gap exceeds $\omega$ precisely when $R<R^*=1/x_+=2A/(B+\sqrt D)$. Doubling gives $d^*$.

Above this diameter the volume $V=\pi d^3/6$ obeys $dV/dt=-\eta\Omega J$. Integration from $d_0$ to $d^*$ gives $t^*$. At $d^*$ absorption ceases, and below it there is none. $\square$

**Corollary (choice of wavelength).** Differentiating the gap,

$$\frac{dE}{dR}=-\frac{2A}{R^3}+\frac{B}{R^2}=-\frac{1}{R^2}\left(\frac{2A}{R}-B\right).$$

At the boundary $2A/R^*=B+\sqrt D$, so $dE/dR=-\sqrt D/R^{*2}$. Since $E(R^*)=\omega$, $dR^*/d\omega$ is the reciprocal of this slope, and

$$\frac{\partial d^*}{\partial\omega}=-\frac{2R^{*2}}{\sqrt D}=-\frac{d^{*2}}{2\sqrt D}.$$

Larger photon energies leave smaller dots, and a given spread in photon energy matters more for larger ones.

**Remark 1 (strong-confinement limit).** Multiplying numerator and denominator of $d^*$ by $\sqrt D-B$ gives $d^*=(\sqrt D-B)/\Delta$. When $4A\Delta\gg B^2$, expanding the root yields

$$d^*\simeq2\sqrt{\frac A\Delta}-\frac B\Delta .$$

The first term is the confinement result without Coulomb attraction. The attraction lowers the gap, so the dot must shrink further to become dark.

**Remark 2 (light close to the bulk edge).** As $\Delta\to0$ the formula tends to $R^*=A/B=\pi^2a_X/(2C)=2.76\,a_X$. This limit lies outside assumption 2. Because the first-order energy cannot lie below the true one, it is an upper bound on the boundary of the model, not an estimate of it. For $R\gg a_X$ the pair instead moves as a bound exciton of mass $M=m_e+m_h$. Separating relative and centre-of-mass motion, and letting the centre-of-mass function vanish at $R$ to leading order, gives

$$E\simeq E_X+\frac{\pi^2}{2MR^2},\qquad E_X=E_g-\frac{\mu}{2\varepsilon^2},$$

where $\mu/(2\varepsilon^2)$ is the hydrogen-like binding energy. Setting $E=\omega$ yields

$$d^*\simeq\pi\sqrt{\frac{2}{M(\omega-E_X)}} .$$

In this regime the boundary grows without limit as $\omega$ approaches the bulk exciton energy from above. The regime requires $\omega$ close to $E_X$, below $E_g$, and so lies outside assumption 3. At $\Delta=0$ neither limit is accurate: for the masses of the worked example the correlated pair energy puts the boundary at $R=2.2\,a_X$, between the first-order value $2.76\,a_X$ and the value $1.3\,a_X$ of this formula.

## Absorption below the gap

**Proposition.** Replace the sharp cutoff by an exponential tail: for $\delta=E-\omega>0$ the dot absorbs $Je^{-\delta/w}$ photons per unit time. Near $d^*$, at a time $t$ after crossing it,

$$\delta(t)\simeq w\ln\left(1+\frac{kt}{w}\right),\qquad k=\frac{\sqrt D}{R^{*2}}\,\frac{\eta\Omega J}{4\pi R^{*2}} .$$

*Proof.* From $dV=4\pi R^2dR$, the radius obeys $dR/dt=-\eta\Omega Je^{-\delta/w}/(4\pi R^2)$. Multiplying by $dE/dR$, two minus signs cancel. With both prefactors held at $R^*$, $d\delta/dt=ke^{-\delta/w}$. Hence $e^{\delta/w}d\delta=k\,dt$, and integration from $\delta=0$ gives $w(e^{\delta/w}-1)=kt$. $\square$

With a tail, $d^*$ marks the start of a logarithmic slowdown, not a strict end point. The same law narrows a size distribution. If two dots cross $d^*$ at times separated by $\tau$, then for $t\gg\tau$ and $kt\gg w$ their gaps differ by about $w\tau/t$.

## Worked example

The round parameters are $E_g=2.5$ eV, $m_e=0.2$, $m_h=0.7$ and $\varepsilon=6$. The reduced mass is $0.2\times0.7/0.9=0.1556$. In practical units $A=\pi^2\hbar^2/(2\mu)=2.417$ eV nm², with $\mu$ now a mass in kilograms, and $B=Ce^2/(4\pi\varepsilon_0\varepsilon)=0.4287$ eV nm.

Light of 420 nm has photon energy 2.952 eV, so $\Delta=0.452$ eV. Then

$$\sqrt D=\sqrt{0.4287^2+4(2.417)(0.452)}=2.134\ \text{eV nm},$$

$$d^*=\frac{4(2.417)}{0.4287+2.134}=3.77\ \text{nm}\quad(71.3\ \text{bohr}).$$

At this size the kinetic energy is 0.679 eV and the Coulomb energy $-0.227$ eV; their sum is $\Delta$. The exciton radius is 2.04 nm, so $R^*/a_X=0.92$, near the upper end of the range in assumption 2. Confinement is not strong in the strict sense, since $\varepsilon/m_e$ is 1.59 nm and $\varepsilon/m_h$ is 0.45 nm. Remark 6 gives the size of the neglected pair correlation.

The slope is $-3.77^2/(2\times2.134)=-3.3$ nm/eV. With all other parameters fixed, $d^*$ is 3.36 nm at 400 nm, 4.33 nm at 440 nm and 5.18 nm at 460 nm. At 440 and 460 nm the radius exceeds $a_X$, so these two values are less secure.

**Etching time.** An irradiance of 10 mW/cm² and a cross-section of $10^{-15}$ cm² give $J=21.1$ s⁻¹. With $\eta=0.01$ and $\Omega=0.05$ nm³, the dot loses 0.01057 nm³/s. From 6 nm,

$$t^*=\frac{\pi(6^3-3.773^3)}{6(0.01057)}\ \text{s}=2.23\ \text{h}.$$

If absorption is instead proportional to volume and equals $J$ at $d^*$, then $dV/dt=-\eta\Omega JV/V^*$, with $V^*=28.1$ nm³. The time becomes $3V^*\ln(d_0/d^*)/(\eta\Omega J)=1.03$ h. The boundary is unchanged.

**Tail.** For $w=0.025$ eV, $k=1.42\times10^{-4}$ eV/s. One hour after crossing $d^*$, the logarithmic law gives a gap excess of 0.077 eV. Numerical integration with the full radius dependence gives 0.083 eV. The law is lower because it holds fixed two factors, $|dE/dR|$ and $1/R^2$, that grow as this dot shrinks. The integrated diameter is 3.53 nm after one hour and 3.32 nm after 24 hours, the latter 12% below $d^*$.

Dots starting at 5 and 6 nm, lit for 24 hours in total, end within about 0.003 nm of each other. A 3 nm dot changes by only about 0.0001 nm, because its gap starts 0.34 eV above the photon energy and the tail factor is about $10^{-6}$.

## Can the dot reach the boundary?

**Remark 3 (a bottleneck between lines).** With hard walls, electron and hole have the same set of orthogonal radial states. An interband transition in the two-band model requires nonzero overlap of the two envelopes, so, as long as the Coulomb mixing of pair states is neglected, it joins equal states. In this approximation the next bright level after 1S-1S is 1P-1P. Its kinetic energy is $\chi^2/(2\mu R^2)$, where $\chi=4.493$ is the first positive root of $\tan\chi=\chi$. In the same approximation its three magnetic components give it three times the 1S strength.

With its first-order Coulomb energy evaluated numerically, the 1P-1P level crosses 2.952 eV at a diameter of 5.69 nm. Between there and 3.77 nm the photon energy lies between the two levels. Suppose each line is Gaussian with standard deviation $s=0.05$ eV, and replace $J$ by $Jg(R)$, where

$$g=e^{-(E_{1S}-\omega)^2/(2s^2)}+3e^{-(E_{1P}-\omega)^2/(2s^2)} .$$

Higher lines are omitted. The smallest value of $g$ in this interval is $2.9\times10^{-4}$, and integration of $4\pi R^2/(\eta\Omega Jg)$ gives a passage time of 598 hours. This two-line figure overstates the obstacle. Because $m_e\ne m_h$, the Coulomb interaction mixes the pair states, and the level with the electron in 1S and the hole in 2S, which lies between the two lines, becomes weakly bright. Diagonalizing the interaction among hard-wall states gives it 5 to 13% of the strength of the lowest line in this interval, places it at the photon energy near 5.0 nm, and reduces the 1P-1P strength to about twice that of the lowest line. With these levels and strengths the smallest $g$ is about $2.5\times10^{-3}$ and the passage takes 80 to 90 hours. In either case a dot entering at 5.69 nm would fail to reach $d^*$ in a day, although its gap lies below the photon energy throughout.

Adding a continuous background of 0.1 to the two-line $g$ shortens the passage to 8.5 hours. Constant full absorption would take 1.8 hours. Thus a dot that starts above the bottleneck reaches $d^*$ only if absorption between the lines is strong enough for the exposure used. A dot that starts close to the 1S line does not face this obstacle. Nor does a broadened line stop the etching at $d^*$: there the 1S absorption is at its peak, and the dot shrinks further until the line has moved well above the photon energy. Both effects should be judged from the absorption spectrum of the actual dots.

## Corrections and the real case

**Remark 4 (finite walls).** Let both barriers be 3 eV and the outside mass $m_o=1$. Continuity of $\psi$ and of $\psi'/m$ gives, for each carrier,

$$\frac{k\cot kR-1/R}{m}=-\frac{\kappa+1/R}{m_o},\qquad \kappa=\sqrt{2m_o\left(U-\frac{k^2}{2m}\right)},$$

with $U$ the barrier. The Coulomb term is kept at its hard-wall value. Numerical solution then lowers the gap at the original $d^*$ by 0.25 eV. Solving again for $E=\omega$ moves the boundary to 2.52 nm, 33% below the hard-wall result. The lowering grows on the way: at 2.52 nm the hard-wall gap lies 0.73 eV above $\omega$, and the wall correction must cancel all of it. Keeping the Coulomb term fixed overstates the effect, because charge that spreads beyond the wall attracts less. With the Coulomb energy of the spread densities, at uniform permittivity $\varepsilon$, the gap at the original $d^*$ falls by 0.22 eV and the boundary is 2.73 nm.

**Remark 5 (surface polarization).** Let the outside permittivity be $\varepsilon_o=1.8$. A unit charge at radius $r'$ adds an induced potential $\alpha_l r'^lr^lP_l(\cos\theta)/R^{2l+1}$ in each multipole $l$. Continuity of potential and normal displacement gives

$$\alpha_l=\frac{(l+1)(\varepsilon-\varepsilon_o)}{\varepsilon[\varepsilon l+\varepsilon_o(l+1)]} .$$

Each carrier has half this potential as self-energy. The mutual term has opposite sign and, for spherical densities, survives only at $l=0$, where it cancels the two self-energies. The remainder is $P/R$, with $P=\sum_{l\ge1}\alpha_l\langle x^{2l}\rangle$. The closed formula therefore still holds, with $B$ replaced by $B-P$. The gap rises by 0.055 eV at the original $d^*$, and the boundary moves to 3.96 nm.

**Remark 6 (other omissions).** Each change below is made alone.

- Pair correlation, from diagonalizing the Coulomb interaction among hard-wall states with $l\le4$ and four radial states per $l$, lowers the gap by 0.020 eV. The boundary becomes 3.71 nm.
- Electron nonparabolicity, modelled by $\epsilon(1+\epsilon/E_g)=\pi^2/(2m_eR^2)$, lowers it by 0.080 eV. The boundary becomes 3.46 nm.
- Raising $\varepsilon$ from 6 to 9 gives 4.04 nm.
- Heating by 20 K, with an assumed gap coefficient of $-0.4$ meV/K, reduces $d^*$ by 0.03 nm.
- A layer of thickness $\Omega^{1/3}=0.37$ nm removed from the whole surface at $d^*$ raises the gap by 0.31 eV. A continuous radius thus requires removal in partial layers. The dot then contains about 560 formula units.

The parameters lie in the rough regime of cadmium sulfide nanocrystals in aerated water, where holes can oxidize the sulfide and oxygen can take up electrons. The gap and electron mass are of typical size. The single hole mass is a simplification: in the hexagonal crystal 0.7 is near the value across the axis, and holes are much heavier along it. The permittivity lies between rough optical and static values, about 5.5 and 9. The barriers, cross-section, tail, line width and removal efficiency are choices that depend on surface, solution and sample. Among the corrections to the gap formula computed here, that for the impenetrable wall is the largest. Walls, polarization and correlation, added as separate gap shifts with the Coulomb term kept at its hard-wall value, give 2.71 nm instead of 3.77 nm; with the Coulomb energy of the spread densities the same sum gives 2.90 nm. This estimate still omits nonparabolicity, valence-band mixing, strain, shape and surface chemistry. For choosing a lamp, the closed formula supplies the trend; the absolute size calls for a measured or better calculated relation between gap and diameter, used in the same condition $E(d^*)=\omega$.
